**Positive semidefiniteness of the electron repulsion matrix from the Coulomb transform $4\pi/k^2$**

With pair densities $\rho_{pq}=\phi_p^*\phi_q$ and $(pq|rs)=\iint\rho_{pq}(1)\rho_{rs}(2)/r_{12}$ in atomic units, the matrix $M_{(pq),(rs)}=(qp|rs)$ equals $\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}\hat\rho_{pq}^*\hat\rho_{rs}$, so it is positive semidefinite with rank equal to the number of independent products, and for real orbitals it coincides with $V=(pq|rs)$. The program asserts by quadrature the Gaussian representation of $1/r$, the weight $4\pi/k^2$ and the Yukawa transform, and it asserts agreement of real-space and $k$-space values for two Gaussian charges of exponent $a$ at distance $R$. For these charges the Coulomb eigenvalues are 0.930902 and 2.260636 hartree, while the pointwise positive kernel $r^2e^{-\gamma r^2}$ gives an eigenvalue of $-0.164147$ hartree. For H$_2$O in the 6-31G basis it asserts that $k$-space quadrature reproduces a $36\times36$ block of analytic integrals, that no eigenvalue of $V$ lies below $-10^{-12}$ hartree, that the Schwarz bound holds, and that the rank equals the rank of the products on a grid, which is 88 of 169. It asserts that for complex orbitals $M$ stays Hermitian and semidefinite while $(pq|rs)$ does not, the $p_\pm$ block having eigenvalues $\pm0.058633$ hartree. For pivoted Cholesky factorization with threshold $\delta$ it asserts that the residual is semidefinite, that no integral error exceeds $\delta$, and that the Hartree–Fock Coulomb energy $E_J=\frac12D^TVD$, with $D$ the density matrix, is approached from below. The output shows 25, 55, 77 and 84 vectors for $\delta=10^{-2},10^{-4},10^{-6},10^{-8}$ hartree, with $E_J=46.748695$ hartree.

## Numerical check

```python
# Result under test (atomic units). With pair densities rho_pq = conj(phi_p) phi_q and
# (pq|rs) = int int rho_pq(1) rho_rs(2)/r12, the matrix M[(pq),(rs)] = (qp|rs) equals
#   int d3k/(2 pi)^3 (4 pi/k^2) conj(rhohat_pq(k)) rhohat_rs(k),
# so it is positive semidefinite, with rank = dimension of the span of the rho_pq.
# For real orbitals M = V = (pq|rs). Also tested: indefiniteness of (pq|rs) for complex
# orbitals, a pointwise positive kernel w = r^2 exp(-gamma r^2) with an indefinite matrix,
# the Schwarz bound and the pivoted Cholesky error bounds.
# Symbols: a exponent and R distance of two Gaussian charges, D density matrix,
# E_J = D.V.D/2 Coulomb energy, delta Cholesky threshold, L Cholesky vectors.
import numpy as np
from numpy import pi, exp, sqrt, inf
from scipy.integrate import quad
from scipy.special import erf
from scipy.constants import physical_constants
from pyscf import gto, scf, dft
from pyscf.gto.ft_ao import ft_aopair

EV = physical_constants['Hartree energy in eV'][0]

def Q(f, lo, hi, **kw):
    return quad(f, lo, hi, epsabs=1e-12, epsrel=1e-12, limit=400, **kw)[0]

# ---- kernel identities by quadrature
for x in (0.4, 1.0, 2.7):
    assert abs(2/sqrt(pi)*Q(lambda t: exp(-t*t*x*x), 0, inf) - 1/x) < 1e-9
    tint = 2/sqrt(pi)*Q(lambda t: (pi/t**2)**1.5*exp(-x*x/(4*t*t)), 1e-3, inf)
    assert abs(tint/(4*pi/x**2) - 1) < 1e-8
    t0 = 0.8
    inv = Q(lambda k: k*k*(pi/t0**2)**1.5*exp(-k*k/(4*t0*t0))*np.sinc(k*x/pi), 0, 20)/(2*pi**2)
    assert abs(inv - exp(-t0*t0*x*x)) < 1e-9
    for mu in (1.0, 0.2):
        yuk = 4*pi/x*quad(lambda r: exp(-mu*r), 0, inf, weight='sin', wvar=x)[0]
        assert abs(yuk/(4*pi/(x*x + mu*mu)) - 1) < 1e-6

# ---- two Gaussian charges
a, R, gamma = 4.0, 1.5, 0.5
b = a/2  # exponent of the convolution of the two charges

def real_space(w, d):
    if d == 0:
        return (b/pi)**1.5*4*pi*Q(lambda s: s*s*w(s)*exp(-b*s*s), 1e-12, 12)
    return (b/pi)**1.5*pi/(b*d)*Q(
        lambda s: s*w(s)*(exp(-b*(s-d)**2) - exp(-b*(s+d)**2)), 1e-12, 12)

def k_space(k2_what, d):
    return Q(lambda k: k2_what(k)*exp(-k*k/(2*a))*np.sinc(k*d/pi), 0, 25)/(2*pi**2)

V11, V12 = sqrt(2*a/pi), erf(sqrt(a/2)*R)/R
for d, val in ((0, V11), (R, V12)):
    assert abs(real_space(lambda s: 1/s, d) - val) < 1e-9
    assert abs(k_space(lambda k: 4*pi, d) - val) < 1e-9
ev_c = np.linalg.eigvalsh([[V11, V12], [V12, V11]])
assert ev_c[0] > 0
centre_pot = 4*pi*(a/pi)**1.5*Q(lambda s: s*exp(-a*s*s), 0, 12)
pot_bound = 2*pi*(a/pi)**1.5 + 1
assert centre_pot < pot_bound
w = lambda s: s*s*exp(-gamma*s*s)
what = lambda k: (pi/gamma)**1.5*exp(-k*k/(4*gamma))*(1.5/gamma - k*k/(4*gamma**2))
for k in (0.5, 1.5, 2.5):
    assert abs(4*pi*Q(lambda s: s*s*w(s)*np.sinc(k*s/pi), 0, 14) - what(k)) < 1e-8
W11, W12 = real_space(w, 0), real_space(w, R)
assert abs(W11 - k_space(lambda k: k*k*what(k), 0)) < 1e-9
assert abs(W12 - k_space(lambda k: k*k*what(k), R)) < 1e-9
ev_w = np.linalg.eigvalsh([[W11, W12], [W12, W11]])
assert ev_w[0] < -0.05
print(f"Gaussians: a = {a} bohr^-2, R = {R} bohr, gamma = {gamma} bohr^-2")
print(f"potential at centre = {centre_pot:.4f}, bound = {pot_bound:.4f} hartree")
print(f"Coulomb V11 = {V11:.6f}, V12 = {V12:.6f} hartree")
print(f"Coulomb eigenvalues = {ev_c[0]:.6f}, {ev_c[1]:.6f} hartree")
print(f"kernel w: transform changes sign at k = {sqrt(6*gamma):.4f} bohr^-1")
print(f"kernel w: W11 = {W11:.6f}, W12 = {W12:.6f} hartree")
print(f"kernel w: eigenvalues = {ev_w[0]:.6f}, {ev_w[1]:.6f} hartree")

# ---- water, RHF/6-31G
roh, angle = 1.81, 104.5
h = np.radians(angle/2)
mol = gto.M(atom=[('O', (0, 0, 0)), ('H', (roh*np.sin(h), 0, roh*np.cos(h))),
                  ('H', (-roh*np.sin(h), 0, roh*np.cos(h)))],
            unit='Bohr', basis='6-31g', verbose=0)
n = mol.nao
eri = mol.intor('int2e')
V = eri.reshape(n*n, n*n)
mf = scf.RHF(mol)
mf.chkfile = None
e_hf = mf.kernel()
assert mf.converged
print(f"H2O RHF/6-31G: O-H = {roh} bohr, angle = {angle} deg, E = {e_hf:.6f} hartree")
print(f"n = {n}, pairs = {n*n}, symmetric = {n*(n+1)//2}, antisymmetric = {n*(n-1)//2}")

# Gram form by k-space quadrature on the single-primitive functions
loc = mol.ao_loc_nr()
soft_shells = [i for i in range(mol.nbas) if mol.bas_nprim(i) == 1]
soft = np.array([p for i in soft_shells for p in range(loc[i], loc[i+1])])
ns = len(soft)
assert ns == 6
ct, wt = np.polynomial.legendre.leggauss(24)
ph = 2*pi*np.arange(48)/48
st = sqrt(1 - ct**2)
dirs = np.array([[s*np.cos(p), s*np.sin(p), c] for c, s in zip(ct, st) for p in ph])
wang = np.repeat(wt, 48)*2*pi/48
xk, wk = np.polynomial.legendre.leggauss(40)
gram = np.zeros((ns*ns, ns*ns), complex)
for k, wr in zip(4*(xk + 1), 4*wk):
    f = ft_aopair(mol, k*dirs)[:, soft][:, :, soft].reshape(len(dirs), -1)
    gram += wr*4*pi/(2*pi)**3*(f.conj().T*wang) @ f
block = eri[np.ix_(soft, soft, soft, soft)].reshape(ns*ns, ns*ns)
dev = abs(gram - block).max()
assert dev < 1e-9
assert abs(ft_aopair(mol, np.zeros((1, 3)))[0] - mol.intor('int1e_ovlp')).max() < 1e-10
print("single-primitive exponents (O s, O p, H s, H s) =",
      ", ".join(f"{mol.bas_exp(i)[0]:.4f}" for i in soft_shells), "bohr^-2")
print(f"outer O s (ss|ss): real space {block[0,0]:.8f}, k space {gram[0,0].real:.8f} hartree")
print(f"largest deviation in {ns*ns}x{ns*ns} block = {dev:.1e} hartree")

# spectrum, null space, rank of the products on a grid
ev = np.linalg.eigvalsh(V)
assert ev[0] > -1e-12
nnull = int((ev < 1e-12).sum())
A = np.random.default_rng(1).normal(size=(n, n))
assert abs(V @ (A - A.T).ravel()).max() < 1e-11
labels = mol.ao_labels()
ao = lambda s: [i for i, l in enumerate(labels) if s in l][0]
for u, v in ('xy', 'xz', 'yz'):
    c = np.zeros((n, n))
    c[ao('2p'+u), ao('3p'+v)] = 1
    c[ao('2p'+v), ao('3p'+u)] = -1
    assert abs(V @ c.ravel()).max() < 1e-12
grid = dft.gen_grid.Grids(mol)
grid.level = 1
grid.build()
val = mol.eval_gto('GTOval_sph', grid.coords)
ip, iq = np.tril_indices(n)
prod = val[:, ip]*val[:, iq]*sqrt(abs(grid.weights))[:, None]
_, sv, vt = np.linalg.svd(prod, full_matrices=False)
grid_rank = int((sv > 1e-11*sv[0]).sum())
assert grid_rank == n*n - nnull == n*(n+1)//2 - 3
assert abs(eri[ip, iq][:, ip, iq] @ vt[grid_rank:].T).max() < 1e-9
dg = np.diag(V)
assert (abs(V) <= sqrt(np.outer(dg, dg)) + 1e-12).all()
print(f"V eigenvalues: largest {ev[-1]:.5f}, lowest {ev[0]:.1e} hartree")
print(f"eigenvalues below 1e-12 hartree: {nnull}; rank = {n*n-nnull}; grid rank = {grid_rank}")
print(f"smallest nonzero eigenvalue = {ev[nnull]:.2e} hartree")
ev_phys = np.linalg.eigvalsh(eri.transpose(0, 2, 1, 3).reshape(n*n, n*n))
assert ev_phys[0] > 1e-8
print(f"pairing <pq|rs>: lowest eigenvalue = {ev_phys[0]:.3e} hartree")

# complex orbitals
def transform(C):
    return np.einsum('ip,jq,kr,ls,ijkl->pqrs', C.conj(), C, C.conj(), C, eri, optimize=True)

x, y = ao('3px'), ao('3py')
C = np.zeros((n, 2), complex)
C[x] = 1/sqrt(2)
C[y] = [1j/sqrt(2), -1j/sqrt(2)]
g = transform(C)
sel = np.ix_([1, 2], [1, 2])
Vb = g.reshape(4, 4)[sel]
Mb = g.transpose(1, 0, 2, 3).reshape(4, 4)[sel]
K = 2*eri[x, y, x, y]
assert K > 1e-3
assert abs(Vb - K*np.array([[0, 1], [1, 0]])).max() < 1e-12
assert abs(Mb - K*np.eye(2)).max() < 1e-12
evb = np.linalg.eigvalsh(Vb)
rng = np.random.default_rng(2)
U = np.linalg.qr(rng.normal(size=(n, n)) + 1j*rng.normal(size=(n, n)))[0]
g = transform(U)
Vc, Mc = g.reshape(n*n, n*n), g.transpose(1, 0, 2, 3).reshape(n*n, n*n)
assert abs(Mc - Mc.conj().T).max() < 1e-11 and np.linalg.eigvalsh(Mc)[0] > -1e-11
assert abs(Vc - Vc.conj().T).max() > 1e-3
assert np.linalg.eigvalsh((Vc + Vc.conj().T)/2)[0] < -1e-3
print(f"outer O p: (xy|xy) = {eri[x,y,x,y]:.6f}, K = {K:.6f} hartree")
print(f"p+- block of (pq|rs): eigenvalues {evb[0]:.6f}, {evb[1]:.6f} hartree")

# pivoted Cholesky
def cholesky(mat, delta):
    d, L = np.diag(mat).copy(), np.zeros((0, len(mat)))
    while d.max() > delta:
        j = d.argmax()
        col = (mat[:, j] - L[:, j] @ L)/sqrt(d[j])
        L = np.vstack([L, col])
        d -= col**2
    return L

D = mf.make_rdm1()
EJ = 0.5*np.sum(D*mf.get_j(mol, D))
print(f"E_J = {EJ:.6f} hartree = {EJ*EV:.3f} eV")
for delta in (1e-2, 1e-4, 1e-6, 1e-8):
    L = cholesky(V, delta)
    res = V - L.T @ L
    assert np.linalg.eigvalsh(res)[0] > -1e-11
    assert abs(res).max() <= np.diag(res).max() + 1e-12 <= delta + 2e-12
    deficit = EJ - 0.5*np.sum((L @ D.ravel())**2)
    assert deficit > -1e-10 and len(L) <= grid_rank
    print(f"delta {delta:.0e}: vectors {len(L)}, max error {abs(res).max():.2e},"
          f" E_J deficit {deficit:.2e} hartree")
assert deficit < 1e-5
print("checks complete")
```

Printed output:

```
Gaussians: a = 4.0 bohr^-2, R = 1.5 bohr, gamma = 0.5 bohr^-2
potential at centre = 2.2568, bound = 10.0270 hartree
Coulomb V11 = 1.595769, V12 = 0.664867 hartree
Coulomb eigenvalues = 0.930902, 2.260636 hartree
kernel w: transform changes sign at k = 1.7321 bohr^-1
kernel w: W11 = 0.429325, W12 = 0.593472 hartree
kernel w: eigenvalues = -0.164147, 1.022797 hartree
H2O RHF/6-31G: O-H = 1.81 bohr, angle = 104.5 deg, E = -75.983982 hartree
n = 13, pairs = 169, symmetric = 91, antisymmetric = 78
single-primitive exponents (O s, O p, H s, H s) = 0.2700, 0.2700, 0.1613, 0.1613 bohr^-2
outer O s (ss|ss): real space 0.58632931, k space 0.58632931 hartree
largest deviation in 36x36 block = 1.7e-14 hartree
V eigenvalues: largest 15.27504, lowest -1.1e-15 hartree
eigenvalues below 1e-12 hartree: 81; rank = 88; grid rank = 88
smallest nonzero eigenvalue = 1.72e-10 hartree
pairing <pq|rs>: lowest eigenvalue = 1.546e-03 hartree
outer O p: (xy|xy) = 0.029316, K = 0.058633 hartree
p+- block of (pq|rs): eigenvalues -0.058633, 0.058633 hartree
E_J = 46.748695 hartree = 1272.097 eV
delta 1e-02: vectors 25, max error 8.63e-03, E_J deficit 6.08e-02 hartree
delta 1e-04: vectors 55, max error 8.12e-05, E_J deficit 3.88e-05 hartree
delta 1e-06: vectors 77, max error 5.52e-07, E_J deficit 7.12e-09 hartree
delta 1e-08: vectors 84, max error 7.15e-09, E_J deficit 3.43e-11 hartree
checks complete
```
